# Spin-orbit constant and magnetic two-electron operators of an f shell: a numerical check

```python
# Blume-Watson spin-orbit constant and residual magnetic operators of an f shell (atomic units).
# g=1/r12, A1=grad1(g) x p1, h12=(al^2/2)[A1.(s1+2s2)+A2.(s2+2s1)], Hss=al^2 s1a s2b (d1a d2b g)_traceless.
# Radial integrals (prefactor al^2/4; set to 1 in the model tests), K_k=r2^k/r1^(k+3) for r1>r2:
#  M^k(a,c)=<Pa^2 K_k Pc^2>, N^k=<PaPc K_k PaPc>, U^k=<(PaPc'-PcPa')/r  r<^k/r>^(k+1)  PaPc>.
# Claims: closed shell l' adds zeta_dir=-2(4l'+2)M^0 and, with Lam(x)=x(x+1), a=Lam l+Lam l'-Lam k, b=Lam l+Lam k-Lam l',
#  zeta_ex=-6(2l'+1)/Lam l sum_k (l k l';000)^2 {-[(k+1)a+kb/2]N^k+[ka+(k+1)b/2]N^(k-2)-(b/2)U^k};
#  the open shell l^N adds (N-1)c, c=zeta_full/(4l); residual and spin-spin operators need only M^0,M^2,M^4.
# Independent road: analytic Gaussian integrals of pyscf with brute-force spin and determinant sums.
import numpy as np, itertools
from functools import lru_cache
from fractions import Fraction
from scipy.linalg import eigh
from scipy.special import gamma
from scipy.interpolate import CubicSpline
from scipy.constants import alpha, physical_constants as pc
from numpy.polynomial import legendre as leg
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf, dft
scf.hf.MUTE_CHKFILE = True
CM = pc['hartree-inverse meter relationship'][0]/100
EV = pc['Hartree energy in eV'][0]

@lru_cache(None)
def tj(*a): return float(wigner_3j(*a))
def cg(j1, m1, j2, m2, J, M): return (-1.0)**(j1-j2+M)*np.sqrt(2*J+1)*tj(j1, j2, J, m1, m2, -M)
def lam(x): return x*(x+1)
def close(a, b, tol): assert np.abs(a-b).max() <= tol*np.abs(b).max(), (np.abs(a-b).max(), np.abs(b).max())

# ---- logarithmic radial grid, sixth-order cumulative quadrature
n = 800
x = np.linspace(np.log(1e-6), np.log(25.0), n); h = x[1]-x[0]; r = np.exp(x); w = h*r
def pieces(f):
    p = np.zeros(f.shape[:-1]+(n+5,)); p[..., 2:n+2] = f*r; m = n-1
    return h/1440*(11*(p[..., 0:m]+p[..., 5:m+5])-93*(p[..., 1:m+1]+p[..., 4:m+4])+802*(p[..., 2:m+2]+p[..., 3:m+3]))
def inner(f):
    o = np.zeros(f.shape); o[..., 1:] = np.cumsum(pieces(f), -1); return o
def outer(f):
    o = np.zeros(f.shape); o[..., :-1] = np.cumsum(pieces(f)[..., ::-1], -1)[..., ::-1]; return o
def pot(k, rho): return inner(rho*r**k)/r**(k+1)+outer(rho/r**(k+1))*r**k
def marvin(k, r1, r2): return np.sum(w*r1*inner(r2*r**float(k))/r**(k+3))
def prims(l, e):
    e = np.asarray(e, float)[:, None]
    c = np.sqrt(2*(2*e)**(l+1.5)/gamma(l+1.5))*r**(l+1)*np.exp(-e*r*r)
    return c, c*((l+1)/r-2*e*r)
def zeta_ex_formula(l, lc, N, U):
    t = 0.0
    for k in range(abs(l-lc), l+lc+1, 2):
        a = lam(l)+lam(lc)-lam(k); b = lam(l)+lam(k)-lam(lc)
        s = -((k+1)*a+k*b/2)*N(k)-b/2*U(k)
        if k > 0: s += (k*a+(k+1)*b/2)*N(k-2)
        t += tj(l, k, lc, 0, 0, 0)**2*s
    return -6*(2*lc+1)/lam(l)*t
def bw_shell(l, Pa, dPa, lc, Pc, dPc):
    rho = Pa*Pc
    N = lambda k: marvin(k, rho, rho)
    U = lambda k: np.sum(w*(Pa*dPc-Pc*dPa)/r*pot(k, rho))
    return -2*(4*lc+2)*marvin(0, Pa**2, Pc**2), zeta_ex_formula(l, lc, N, U), N, U

# ---- Legendre identity used for the exchange projection
xg, wg = leg.leggauss(20)
for a, b, c in itertools.product(range(7), repeat=3):
    A_, B_, C_ = (leg.Legendre.basis(i) for i in (a, b, c))
    lhs = np.sum(wg*(1-xg**2)*A_.deriv()(xg)*B_.deriv()(xg)*C_(xg))
    assert abs(lhs-(lam(a)+lam(b)-lam(c))*tj(a, b, c, 0, 0, 0)**2) < 1e-11

# ---- model shells (two Gaussians, with nodes except the last) in pyscf
model = [(0, [3.0, 0.8], [1.0, -0.6]), (1, [2.5, 0.6], [1.0, -0.7]), (2, [2.0, 0.7], [1.0, -0.5]),
         (3, [3.0, 1.1], [1.0, -0.4]), (3, [1.8, 0.5], [0.6, 0.7])]
mol = gto.M(atom='He 0 0 0', basis={'He': [[l, [e[0], c[0]], [e[1], c[1]]] for l, e, c in model]}, verbose=0)
assert [mol.bas_angular(i) for i in range(5)] == [0, 1, 2, 3, 3]
loc = mol.ao_loc_nr(); sl = [slice(loc[i], loc[i+1]) for i in range(5)]
rad = []
for l, e, c in model:
    p, d = prims(l, e); P = np.array(c)@p; D = np.array(c)@d; nn = np.sqrt(np.sum(w*P*P)); rad.append((l, P/nn, D/nn))
Lr = -1j*mol.intor('int1e_cg_irxp', comp=3)
fs = sl[4]; Lf = Lr[:, fs, fs]
if np.abs(Lf[0]@Lf[1]-Lf[1]@Lf[0]-1j*Lf[2]).max() > 1e-8: Lr = -Lr; Lf = -Lf
close(Lf[0]@Lf[1]-Lf[1]@Lf[0], 1j*Lf[2], 1e-10)
# sign convention of the library integral fixed by 3D quadrature of -i a grad(V) x grad(b), V from the s density
grid = dft.gen_grid.Grids(mol); grid.atom_grid = (150, 110); grid.prune = None; grid.build()
xyz, wt = grid.coords, grid.weights
rr = np.maximum(np.linalg.norm(xyz, axis=1), 1e-6)
ao = mol.eval_gto('GTOval_sph_deriv1', xyz)
rxg = np.cross(xyz[:, None, :], ao[1:4].transpose(1, 2, 0))
Q = CubicSpline(x, inner(rad[0][1]**2))(np.log(np.minimum(rr, r[-1])))
Gref = np.einsum('ga,gbx->xab', ao[0]*(wt*Q/rr**3)[:, None], rxg)
lib = mol.intor('int2e_p1vxp1', comp=3)
sgn = np.sign(np.sum(Gref*lib[:, :, :, 0, 0])); close(sgn*lib[:, :, :, 0, 0], Gref, 1e-5)
A = 1j*sgn*lib
nuc = -1j*np.einsum('ga,gbx->xab', ao[0][:, fs]*(wt/rr**3)[:, None], rxg[:, fs])
close(nuc, np.sum(w*rad[4][1]**2/r**3)*Lf, 1e-5)

s = 0.5*np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]]); I2 = np.eye(2)
S1 = np.einsum('xac,bd->xabcd', s, I2); S2 = np.einsum('ac,xbd->xabcd', I2, s)
def merge(t):
    d = t.shape; return t.reshape(d[0]*2, d[2]*2, d[4]*2, d[6]*2)
def so_tensor(A1, A2):  # <pq|A1.(s1+2s2)+A2.(s2+2s1)|rs> in spin orbitals
    return merge(np.einsum('xprqs,xabcd->paqbrcsd', A1, S1+2*S2)+np.einsum('xqspr,xabcd->paqbrcsd', A2, S2+2*S1))
worst = 0.0
for ia in range(1, 5):
    a = sl[ia]; ls_ = sum(np.kron(Lr[i, a, a], s[i]) for i in range(3))
    for ic in range(5):
        c = sl[ic]
        hd = 2*np.einsum('pqrq->pr', so_tensor(A[:, a, a, c, c], A[:, c, c, a, a]))
        hx = -2*np.einsum('pqqs->ps', so_tensor(A[:, a, c, c, a], A[:, c, a, a, c]))
        zd, zx = bw_shell(*rad[ia], *rad[ic])[:2]
        close(hd, zd*ls_, 1e-6); close(hx, zx*ls_, 1e-6)
        worst = max(worst, np.abs(hx-zx*ls_).max()/np.abs(zx*ls_).max())
print(f"model: 20 shell pairs, largest relative error of exchange formula = {worst:.1e}")

# ---- angular operators of the f shell
l = 3; ms = np.arange(-l, l+1); nf = 7
Lp = np.diag(np.sqrt(lam(l)-ms[:-1]*(ms[:-1]+1.0)), -1)
L = np.array([(Lp+Lp.T)/2, (Lp-Lp.T)/2j, np.diag(ms)+0j])
C = {(k, q): np.array([[(-1.0)**m*nf*tj(l, k, l, 0, 0, 0)*tj(l, k, l, -m, q, mp) if m == q+mp else 0.0
     for mp in range(-l, l+1)] for m in range(-l, l+1)]) for k in (0, 2, 4, 6) for q in range(-k, k+1)}
Um = np.zeros((nf, nf), complex); v = eigh(Lf[2])[1][:, -1]
for j in range(nf-1, -1, -1):
    Um[:, j] = v/np.linalg.norm(v); v = (Lf[0]-1j*Lf[1])@Um[:, j]
def to_m(t): return np.einsum('...pqrs,pa,qb,rc,sd->...abcd', t, Um.conj(), Um, Um.conj(), Um, optimize=True)
def casimir(O): return sum(Li@Li@O-2*Li@O@Li+O@Li@Li for Li in L)
Aco = {k: np.zeros((3,)+(nf,)*4, complex) for k in (-2, 0, 2, 4, 6)}
for (k, q), Ckq in C.items():
    for i in range(3):
        O = (Ckq@L[i]+L[i]@Ckq)/2
        up = (casimir(O)-lam(k-1)*O)/2; dn = (lam(k+1)*O-casimir(O))/2
        assert np.abs(casimir(up)-lam(k+1)*up).max() < 1e-9   # only ranks k-1 and k+1 occur
        Aco[k][i] -= (-1.0)**q*np.einsum('ab,cd->abcd', up, C[k, -q])
        Aco[k-2][i] += (-1.0)**q*np.einsum('ab,cd->abcd', dn, C[k, -q])
assert np.abs(Aco[6]).max() < 1e-11 and np.abs(Aco[-2]).max() < 1e-11
ks = (0, 2, 4); Pm = rad[4][1]; mk = {k: marvin(k, Pm**2, Pm**2) for k in ks}
Af = to_m(A[:, fs, fs, fs, fs]); close(Af, sum(mk[k]*Aco[k] for k in ks), 1e-6)
Th = {}
for k in ks:
    for mu in range(-2, 3):
        t = sum((-1.0)**q*cg(k, q, 2, mu, k+2, q+mu)*np.einsum('ab,cd->abcd', C[k+2, q+mu], C[k, -q]) for q in range(-k, k+1))
        Th[k, mu] = -np.sqrt((k+1)*(k+2)*(2*k+1)*(2*k+3))*(t+t.transpose(2, 3, 0, 1))
ip = mol.intor('int2e_ip1ip2', comp=9, shls_slice=(4, 5)*4).reshape((3, 3)+(nf,)*4)
ip = ip+ip.transpose(0, 1, 3, 2, 4, 5); Tc = ip+ip.transpose(0, 1, 2, 3, 5, 4)   # <d1a d2b g>
pair = np.einsum('ga,gb->gab', ao[0][:, fs], ao[0][:, fs]).reshape(-1, 49); nh = xyz/rr[:, None]
Dl = np.array([[4*np.pi*(pair*(wt*nh[:, i]*nh[:, j])[:, None]).T@pair for j in range(3)] for i in range(3)]).reshape(Tc.shape)
close(np.einsum('aa...->...', Tc), np.einsum('aa...->...', Dl), 1e-6)
ev = {1: -np.array([1, 1j, 0])/np.sqrt(2), 0: np.array([0, 0, 1.0]), -1: np.array([1, -1j, 0])/np.sqrt(2)}
E2 = {mu: sum(cg(1, a, 1, mu-a, 2, mu)*np.outer(ev[a], ev[mu-a]) for a in (-1, 0, 1) if abs(mu-a) <= 1) for mu in range(-2, 3)}
Tsm = to_m(Tc-Dl); Tm = to_m(Tc)
for mu in range(-2, 3): close(np.einsum('ab,ab...->...', E2[mu], Tsm), sum(mk[k]*Th[k, mu] for k in ks), 1e-5)
dsize = np.abs(np.einsum('ab,ab...->...', E2[0], Tm-Tsm)).max()/np.abs(np.einsum('ab,ab...->...', E2[0], Tsm)).max()
assert dsize > 0.05
print(f"model: rank-2 delta term / smooth spin-spin integrals (raw, max ratio) = {dsize:.3f}")

# ---- f^2 matrices; magnetic ones are coefficients of M^k
SS = np.einsum('xac,ybd->xyabcd', s, s)
prs = list(itertools.combinations(range(14), 2)); pi, pj = np.array(prs).T
def anti(V): return V-V.transpose(0, 1, 3, 2)
def f2(V): return anti(V)[pi[:, None], pj[:, None], pi[None, :], pj[None, :]]
def onebody2(o):
    e = np.eye(14); return f2(np.einsum('pr,qs->pqrs', o, e)+np.einsum('pr,qs->pqrs', e, o))
Vsoo = {k: 2*so_tensor(Aco[k], Aco[k]) for k in ks}
Hsoo = {k: f2(Vsoo[k]) for k in ks}
Hss = {k: f2(4*sum((-1.0)**mu*merge(np.einsum('prqs,abcd->paqbrcsd', Th[k, mu],
       np.einsum('xy,xyabcd->abcd', E2[-mu], SS))) for mu in range(-2, 3))) for k in ks}
II = np.einsum('ac,bd->abcd', I2, I2)
Hc = {k: f2(merge(np.einsum('prqs,abcd->paqbrcsd', sum((-1.0)**q*np.einsum('ab,cd->abcd', C[k, q], C[k, -q])
      for q in range(-k, k+1)), II))) for k in (0, 2, 4, 6)}
Vsoo_ref = 2*so_tensor(Af, Af)
Ttl = Tm-np.einsum('ab,...->ab...', np.eye(3), np.einsum('aa...->...', Tm))/3
Vss_ref = 4*merge(np.einsum('xyprqs,xyabcd->paqbrcsd', Ttl, SS, optimize=True))
close(f2(Vsoo_ref), sum(mk[k]*Hsoo[k] for k in ks), 1e-6)
close(f2(Vss_ref), sum(mk[k]*Hss[k] for k in ks), 1e-6)   # delta term is absent on the right side
Hc_ref = f2(merge(np.einsum('prqs,abcd->paqbrcsd', to_m(mol.intor('int2e', shls_slice=(4, 5)*4)), II)))
Fm = {k: np.sum(w*Pm**2*pot(k, Pm**2)) for k in Hc}
close(Hc_ref, sum(Fm[k]*Hc[k] for k in Hc), 1e-6)
assert abs(np.trace(Hc_ref).real/91-(Fm[0]-7/13*sum(tj(3, k, 3, 0, 0, 0)**2*Fm[k] for k in (2, 4, 6)))) < 1e-6
ls = sum(np.kron(L[i], s[i]) for i in range(3)); H1 = onebody2(ls)
ck = {k: (-28.0*(k == 0)+zeta_ex_formula(3, 3, lambda j: float(j == k), lambda j: 0.0))/12 for k in (0, 2, 4, 6)}
assert abs(ck[6]) < 1e-12
for k in ks: close(np.einsum('pqrq->pr', anti(Vsoo[k])), 12*ck[k]*ls, 1e-10)
Hres = {k: Hsoo[k]-ck[k]*H1 for k in ks}
def frac(z):
    f = Fraction(z).limit_denominator(300000); assert abs(f-z) < 1e-11; return str(f)
print("zeta_full coefficients of M0,M2,M4:", *[frac(12*ck[k]) for k in ks])
print("c coefficients of M0,M2,M4:", *[frac(ck[k]) for k in ks])

# ---- determinant-basis f^3 and f^13 with the pyscf integrals
def par(d, i): return -1 if bin(d & ((1 << i)-1)).count('1') & 1 else 1
def nbody(N, o, Ws):
    dets = [sum(1 << i for i in c) for c in itertools.combinations(range(14), N)]; ix = {d: i for i, d in enumerate(dets)}
    O = np.zeros((len(dets),)*2, complex); Hs = [O.copy() for _ in Ws]
    for j, d in enumerate(dets):
        occ = [i for i in range(14) if d >> i & 1]
        for R in occ:
            d1 = d ^ (1 << R); s1 = par(d, R)
            for P in range(14):
                if not d1 >> P & 1: O[ix[d1 | 1 << P], j] += s1*par(d1, P)*o[P, R]
            for S in occ:
                if S <= R: continue
                d2 = d1 ^ (1 << S); s2 = s1*par(d1, S)
                for P, Qq in itertools.combinations([i for i in range(14) if not d2 >> i & 1], 2):
                    d3 = d2 | 1 << Qq; sg = s2*par(d2, Qq)*par(d3, P); i = ix[d3 | 1 << P]
                    for H, W in zip(Hs, Ws): H[i, j] += sg*W[P, Qq, R, S]
    return O, Hs
cm_ = sum(ck[k]*mk[k] for k in ks)
O3, (H3,) = nbody(3, ls, [anti(Vsoo_ref)])
z3 = (np.sum(H3*O3.T)/np.sum(O3*O3.T)).real
assert abs(z3/cm_-2) < 1e-6 and np.abs(H3-z3*O3).max() > 0.05*np.abs(H3).max()
O13, (H13, S13) = nbody(13, ls, [anti(Vsoo_ref), anti(Vss_ref)])
close(H13, 12*cm_*O13, 1e-6); assert np.abs(S13).max() < 1e-9
print(f"model: projected zeta/c in f^3 = {z3/cm_:.6f}, in f^13 = {(np.sum(H13*O13.T)/np.sum(O13*O13.T)).real/cm_:.6f}")

# ---- term coefficients in f^2
Lt = [onebody2(np.kron(L[i], I2)) for i in range(3)]; St = [onebody2(np.kron(np.eye(nf), s[i])) for i in range(3)]
L2 = sum(a@a for a in Lt); Sq = sum(a@a for a in St); LS = sum(a@b for a, b in zip(Lt, St)); J2 = L2+Sq+2*LS
e_, v_ = eigh(L2+100*Sq)
term = {f"{2*(Lq % 2)+1}{'SPDFGHI'[Lq]}": v_[:, abs(e_-lam(Lq)-200*(Lq % 2)) < 1e-6] for Lq in range(7)}
lamc, Dc = {}, {}
for name, Lq in (('3P', 1), ('3F', 3), ('3H', 5)):
    B = term[name]; pr = lambda M: B.conj().T@M@B
    X = pr(LS); Y = X@X+X/2-lam(Lq)*2/3*np.eye(len(X))
    close(pr(H1), X/2, 1e-10)
    for k in ks:
        lamc[name, k] = (np.trace(pr(Hres[k])@X)/np.trace(X@X)).real; close(pr(Hres[k]), lamc[name, k]*X, 1e-9)
        Dc[name, k] = (np.trace(pr(Hss[k])@Y)/np.trace(Y@Y)).real; close(pr(Hss[k]), Dc[name, k]*Y, 1e-9)
    print(name, "lambda_res:", *[frac(lamc[name, k]) for k in ks], "| D:", *[frac(Dc[name, k]) for k in ks])

# ---- configuration-average radial Hartree-Fock (open shell alone in its l)
def hf(Z, ion, occ, exps, open_l=None):
    b = {}; F = {}
    zeff = ion+1+(Z-ion-1)/(1+0.53625*r/(0.8853*Z**(-1/3)))**2
    for l in occ:
        e = np.asarray(exps[l]); p = e[:, None]+e[None, :]; chi, dchi = prims(l, e)
        S = (2*np.sqrt(np.outer(e, e))/p)**(l+1.5); T = (2*l+3)*np.outer(e, e)/p*S
        hc = T-Z*S*gamma(l+1)/gamma(l+1.5)*np.sqrt(p); u, U = eigh(S)
        b[l] = (chi, dchi, S, T, hc, U@np.diag(u**-0.5)@U.T); F[l] = hc+(chi*(w*(Z-zeff)/r))@chi.T
    hist = []; Eold = 0.0
    for it in range(100):
        Cc = {}
        for l in occ:
            X = b[l][5]; Cc[l] = X@eigh(X@F[l]@X)[1][:, :len(occ[l])]
        P = {l: Cc[l].T@b[l][0] for l in occ}
        v0 = pot(0, sum(np.array(occ[l], float)@P[l]**2 for l in occ))
        Fn = {}; err = []; E = Tk = 0.0
        for l in occ:
            chi, _, S, T, hc, X = b[l]; V = v0
            if l == open_l:
                q = occ[l][0]; rho = P[l][0]**2
                V = v0-pot(0, rho)-(q-1)*(2*l+1)/(4*l+1)*sum(tj(l, k, l, 0, 0, 0)**2*pot(k, rho) for k in range(2, 2*l+1, 2))
            f = hc+(chi*(w*V))@chi.T
            for lc in occ:
                if lc == l == open_l: continue
                d = P[lc][:, None, :]*chi[None]
                y = sum(tj(l, k, lc, 0, 0, 0)**2*pot(k, d) for k in range(abs(l-lc), l+lc+1, 2))
                for j, q in enumerate(occ[lc]): f = f-0.5*q*(d[j]*w)@y[j].T
            f = (f+f.T)/2; Fn[l] = f; Dm = (Cc[l]*np.array(occ[l]))@Cc[l].T
            g = f@Dm@S; err.append((X@(g-g.T)@X).ravel()); E += 0.5*np.sum(Dm*(hc+f)); Tk += np.sum(Dm*T)
        err = np.concatenate(err)
        if np.abs(err).max() < 1e-4 and abs(E-Eold) < 1e-7:
            eps = {l: np.diag(Cc[l].T@Fn[l]@Cc[l]) for l in occ}
            return E, Tk, Cc, P, {l: Cc[l].T@b[l][1] for l in occ}, eps
        Eold = E
        if it >= 2: hist = (hist+[(Fn, err)])[-8:]
        if it < 4: F = {l: (F[l]+Fn[l])/2 for l in occ}; continue
        m = len(hist); Er = np.array([t[1] for t in hist]); Bm = np.ones((m+1, m+1)); Bm[m, m] = 0
        G = Er@Er.T; Bm[:m, :m] = G/G.diagonal().max(); rhs = np.zeros(m+1); rhs[m] = 1
        co = np.linalg.lstsq(Bm, rhs, rcond=1e-13)[0][:m]
        F = {l: sum(c*t[0][l] for c, t in zip(co, hist)) for l in occ}
    raise AssertionError("SCF not converged")
ez = {0: 0.3*3.5**np.arange(10), 1: 0.3*3.2**np.arange(7), 2: 0.3*3.0**np.arange(5)}
Ez, _, Cz = hf(30, 2, {0: [2]*3, 1: [6]*2, 2: [10]}, ez)[:3]
zn = gto.M(atom='Zn 0 0 0', charge=2, verbose=0, basis={'Zn': [[l, [float(e), 1.0]] for l in ez for e in ez[l]]})
dm = np.zeros((zn.nao, zn.nao)); o = 0
for lz in ez:
    m = len(ez[lz])*(2*lz+1); dm[o:o+m, o:o+m] = np.kron(2*Cz[lz]@Cz[lz].T, np.eye(2*lz+1)); o += m
Ep = scf.RHF(zn).kernel(dm); assert abs(Ez-Ep) < 2e-5
print(f"Zn2+ HF energy: radial code {Ez:.5f} Eh, pyscf {Ep:.5f} Eh")

# ---- worked example: Pr3+ 4f^2
Z = 59; u = alpha**2/4*CM
def pr3(beta):
    ex = {l: 0.08*beta**np.arange(int(np.log(am/0.08)/np.log(beta))+2) for l, am in enumerate((1e6, 8e4, 2.5e3, 300.))}
    E, Tk, _, P, dP, eps = hf(Z, 3, {0: [2]*5, 1: [6]*4, 2: [10]*2, 3: [2]}, ex, open_l=3)
    Pf, dPf = P[3][0], dP[3][0]; r3 = np.sum(w*Pf**2/r**3)
    sh = {f"{j+lc+1}{'spd'[lc]}": bw_shell(3, Pf, dPf, lc, P[lc][j], dP[lc][j]) for lc in range(3) for j in range(len(P[lc]))}
    M = {k: u*marvin(k, Pf**2, Pf**2) for k in ks}; Fk = {k: CM*np.sum(w*Pf**2*pot(k, Pf**2)) for k in (2, 4, 6)}
    zt = 2*u*Z*r3+u*sum(t[0]+t[1] for t in sh.values())+sum(ck[k]*M[k] for k in ks)
    return E, Tk, eps[3][0], r3, sh, M, Fk, zt, [len(ex[l]) for l in ex]
E, Tk, ef, r3, sh, M, Fk, zeta, nb = pr3(2.0); zeta_b = pr3(2.3)[7]
assert abs((Tk-E)/Tk-2) < 1e-4 and abs(zeta_b/zeta-1) < 5e-3
print(f"alpha = {alpha:.9f}, 1 Eh = {CM:.2f} cm^-1, alpha^2/4 = {u:.6f} cm^-1 bohr^3")
print(f"Pr3+ Z = {Z}, basis s,p,d,f = {nb}, exponents 0.08*2^i bohr^-2")
print(f"E(HF) = {E:.4f} Eh, -V/T = {(Tk-E)/Tk:.6f}, eps(4f) = {ef:.4f} Eh")
print(f"<r^-3>(4f) = {r3:.4f} bohr^-3, zeta_nuc = {2*u*Z*r3:.2f} cm^-1")
for name, t in sh.items(): print(f"{name}: direct {u*t[0]:9.3f}  exchange {u*t[1]:8.3f} cm^-1")
print("4f-4d N^-1,N^1,N^3,N^5 =", *[f"{u*sh['4d'][2](k):.4f}" for k in (-1, 1, 3, 5)], "cm^-1")
print("4f-4d U^1,U^3,U^5 =", *[f"{u*sh['4d'][3](k):.4f}" for k in (1, 3, 5)], "cm^-1")
zd = u*sum(t[0] for t in sh.values()); zx = u*sum(t[1] for t in sh.values()); cc = sum(ck[k]*M[k] for k in ks)
print(f"core direct sum = {zd:.2f}, core exchange sum = {zx:.2f} cm^-1")
print(f"nuclear + core direct = {2*u*Z*r3+zd:.2f}, plus core exchange = {2*u*Z*r3+zd+zx:.2f} cm^-1")
print("M0,M2,M4 =", *[f"{M[k]:.4f}" for k in ks], f"cm^-1; M2/M0 = {M[2]/M[0]:.3f}, M4/M0 = {M[4]/M[0]:.3f}")
print(f"open-shell c = {cc:.3f} cm^-1 (direct {-28*M[0]/12:.3f}, exchange {cc+28*M[0]/12:.3f})")
print(f"zeta(4f^2) = {zeta:.2f} cm^-1 = {zeta/CM*EV:.5f} eV; ratio-2.3 basis {zeta_b:.2f} cm^-1")
print(f"effective charge zeta/(alpha^2 <r^-3>/2) = {zeta/(2*u*r3):.2f}")
print("F2,F4,F6 =", *[f"{Fk[k]:.0f}" for k in Fk], "cm^-1")
lv = {}
for name in ('3P', '3F', '3H'):
    lv[name] = (sum(lamc[name, k]*M[k] for k in ks), sum(Dc[name, k]*M[k] for k in ks))
    print(f"{name}: zeta/2 = {zeta/2:.2f}, lambda_res = {lv[name][0]:.3f}, D = {lv[name][1]:.4f} cm^-1")
xs = {J: (lam(J)-32)/2 for J in (4, 5, 6)}
e1 = {J: (zeta/2+lv['3H'][0])*t+lv['3H'][1]*(t*t+t/2-20) for J, t in xs.items()}
HR = sum(M[k]*(Hres[k]+Hss[k]) for k in ks); B = term['3H']
close(np.unique(np.round(eigh(B.conj().T@(zeta*H1+HR)@B)[0], 5)), np.array([e1[4], e1[5], e1[6]]), 1e-7)
print(f"first-order 3H: E5-E4 = {e1[5]-e1[4]:.2f}, E6-E5 = {e1[6]-e1[5]:.2f} cm^-1, ratio {(e1[6]-e1[5])/(e1[5]-e1[4]):.4f} (Lande {6/5})")
def levels(H):
    e, v = eigh(H); out = []; i = 0
    while i < 91:
        c = v[:, i]; J = int(round((np.sqrt(1+4*(c.conj()@J2@c).real)-1)/2))
        assert e[i+2*J]-e[i] < 1e-5
        wts = {t: np.linalg.norm(Bt.conj().T@c)**2 for t, Bt in term.items()}; t = max(wts, key=wts.get)
        out.append((J, e[i]-e[0], t, wts[t])); i += 2*J+1
    return sorted(out)
H0 = sum(Fk[k]*Hc[k] for k in Fk)+zeta*H1
la, lb = levels(H0), levels(H0+HR); assert len(la) == len(lb) == 13
print("level (weight): zeta only | with Hres+Hss | shift, cm^-1")
for p, q in sorted(zip(la, lb), key=lambda t: t[1][1]):
    print(f"{q[2]}{q[0]} ({q[3]:.2f}): {p[1]:9.1f} | {q[1]:9.1f} | {q[1]-p[1]:7.1f}")
print("PASS")
```

Printed output:

```
model: 20 shell pairs, largest relative error of exchange formula = 3.7e-08
model: rank-2 delta term / smooth spin-spin integrals (raw, max ratio) = 0.901
zeta_full coefficients of M0,M2,M4: -22 2 10/11
c coefficients of M0,M2,M4: -11/6 1/6 5/66
model: projected zeta/c in f^3 = 2.000000, in f^13 = 12.000000
3P lambda_res: -61/12 -145/12 -1805/132 | D: -12/5 -24/5 -60/11
3F lambda_res: -49/12 -5/12 35/132 | D: -4/45 32/45 -160/99
3H lambda_res: -137/60 313/660 361/1452 | D: 4/45 -136/495 -1060/14157
Zn2+ HF energy: radial code -1775.09280 Eh, pyscf -1775.09280 Eh
alpha = 0.007297353, 1 Eh = 219474.63 cm^-1, alpha^2/4 = 2.921830 cm^-1 bohr^3
Pr3+ Z = 59, basis s,p,d,f = [25, 21, 16, 13], exponents 0.08*2^i bohr^-2
E(HF) = -8919.7566 Eh, -V/T = 2.000006, eps(4f) = -1.5962 Eh
<r^-3>(4f) = 5.4751 bohr^-3, zeta_nuc = 1887.70 cm^-1
1s: direct   -63.980  exchange   -0.038 cm^-1
2s: direct   -62.173  exchange   -3.458 cm^-1
3s: direct   -44.422  exchange  -11.360 cm^-1
4s: direct   -14.725  exchange   -1.196 cm^-1
5s: direct    -2.173  exchange    0.432 cm^-1
2p: direct  -188.365  exchange   -7.191 cm^-1
3p: direct  -136.683  exchange  -33.169 cm^-1
4p: direct   -42.359  exchange   -2.417 cm^-1
5p: direct    -5.361  exchange    1.069 cm^-1
3d: direct  -246.624  exchange  -49.980 cm^-1
4d: direct   -63.905  exchange    0.208 cm^-1
4f-4d N^-1,N^1,N^3,N^5 = 2.2675 1.6060 1.1193 0.8381 cm^-1
4f-4d U^1,U^3,U^5 = 5.2182 1.2630 0.4774 cm^-1
core direct sum = -870.77, core exchange sum = -107.10 cm^-1
nuclear + core direct = 1016.93, plus core exchange = 909.83 cm^-1
M0,M2,M4 = 2.2255 1.2457 0.8454 cm^-1; M2/M0 = 0.560, M4/M0 = 0.380
open-shell c = -3.808 cm^-1 (direct -5.193, exchange 1.384)
zeta(4f^2) = 906.02 cm^-1 = 0.11233 eV; ratio-2.3 basis 906.85 cm^-1
effective charge zeta/(alpha^2 <r^-3>/2) = 28.32
F2,F4,F6 = 104092 65507 47183 cm^-1
3P: zeta/2 = 453.01, lambda_res = -37.926, D = -15.9323 cm^-1
3F: zeta/2 = 453.01, lambda_res = -9.383, D = -0.6783 cm^-1
3H: zeta/2 = 453.01, lambda_res = -4.281, D = -0.2077 cm^-1
first-order 3H: E5-E4 = 2250.40, E6-E5 = 2686.77 cm^-1, ratio 1.1939 (Lande 1.2)
level (weight): zeta only | with Hres+Hss | shift, cm^-1
3H4 (0.97):       0.0 |       0.0 |     0.0
3H5 (1.00):    2541.9 |    2532.4 |    -9.5
3H6 (1.00):    5209.9 |    5167.6 |   -42.3
3F2 (0.98):    7178.7 |    7189.7 |    11.0
1G4 (0.50):    8820.9 |    8776.1 |   -44.8
3F3 (1.00):    8814.4 |    8811.0 |    -3.4
3F4 (0.52):   12250.0 |   12234.4 |   -15.6
1D2 (0.93):   24936.4 |   24913.2 |   -23.2
1I6 (1.00):   29875.4 |   29859.0 |   -16.4
3P0 (0.99):   31096.2 |   31123.5 |    27.3
3P1 (1.00):   31813.4 |   31846.8 |    33.4
3P2 (0.94):   33188.9 |   33140.5 |   -48.4
1S0 (0.99):   68642.5 |   68628.8 |   -13.7
PASS
```
